# Domain fraction matching a tetragonal film to its substrate along one axis

**Question**

I have a tetragonal ferroelectric film with lattice constants 0.390 nm and 0.415 nm on a square substrate mesh of edge 0.395 nm. The film can split into domains, some with the long edge normal to the film and some with it lying in the plane. I am asked for the domain fraction at which the mean cell length along one in-plane axis equals that of the substrate.

I am stuck on three points. Which domains does the fraction refer to, and is it a share of cells or of volume? What happens along the other in-plane axis? And is the fraction that matches the lengths also the one with the lowest elastic energy, so that I could expect a real film to choose it?

**Answer**

Call the short film edge \(a=0.390\) nm, the long edge \(c=0.415\) nm and the substrate edge \(b=0.395\) nm. Let \(x\) and \(y\) lie in the plane and \(z\) along the film normal. In a c-domain the long edge is along \(z\), so the cell shows \(a\) along both \(x\) and \(y\). In an a-domain the long edge is along \(x\), so the cell shows \(c\) along \(x\) and \(a\) along \(y\).

**The length match**

Walk along a row of film cells in the \(x\) direction, and let \(f\) be the fraction of those cells that belong to a-domains. With every cell at its free, unstrained size, and with the small rotation between domains ignored for now, the mean length is

\[
L(f)=(1-f)\,a+f\,c=a+f\,(c-a).
\]

Setting \(L=b\) and subtracting \(a\) from both sides gives \(f(c-a)=b-a\), so

\[
f=\frac{b-a}{c-a}=\frac{0.005\ \text{nm}}{0.025\ \text{nm}}=0.20 .
\]

Twenty percent of the cells in the row must have their long edge along \(x\). The mean length is then 0.395 nm, or 3.95 Å.

You can see the match by counting. Four short cells and one long cell measure \(4\times0.390+0.415=1.975\) nm, and five substrate cells measure \(5\times0.395=1.975\) nm. Over the four short cells the film falls behind the substrate by 0.020 nm, and the long cell makes this up. Without a-domains the lag would keep growing: after 100 cells it would be 0.500 nm, more than a whole substrate cell.

The limits make sense. If \(b=a\), no a-domains are needed. If \(b=c\), every cell must have its long edge along \(x\). If \(b\) lies outside the interval from \(a\) to \(c\), the formula gives a fraction below 0 or above 1, and no mixture of these two domains can match the substrate.

**Share of cells or share of volume?**

The 20 percent is a share of cells counted along the row. The a-domain cells are longer, so their share of the row's length is larger:

\[
\frac{f\,c}{(1-f)\,a+f\,c}=\frac{f\,c}{b}=\frac{0.20\times0.415}{0.395}=0.210 .
\]

This is a share of length, not of volume. An a-domain cell is longer along the row but lower along its other edge, and both kinds of cell have the same volume, \(a^2c\). When the rows continue unbroken across the domain walls, the a-domains therefore fill 20 percent of the volume, the same as their share of cells.

**The other in-plane axis**

Along \(y\), both kinds of domain show the short edge \(a\). Changing \(f\) does nothing there, and a mismatch remains:

\[
e_y=\frac{b-a}{b}=\frac{0.005}{0.395}=1.27\,\% .
\]

I measure strains relative to \(b\) and count stretching of the film as positive.

To match both axes you need a second in-plane variant with its long edge along \(y\). Let \(f_x\) and \(f_y\) be the cell shares of the two variants, taken to be the same in every row. The two conditions are

\[
a+f_x(c-a)=b,\qquad a+f_y(c-a)=b .
\]

Both shares are therefore 20 percent, which leaves 60 percent for c-domains. The remainder \(1-2f\) must not be negative, so this double match requires \(b\le(a+c)/2\), a narrower range than the single match allows.

**Is this the fraction of lowest energy?**

That depends on which variants form. If both in-plane variants are present, 20 percent of each makes both mean strains vanish, and the elastic energy of the mean strains is then zero. In a film much thicker than its domain pattern, with the domains arranged so that they fit together at their walls, the length match is therefore also the minimum. If all a-domains have their long edge along \(x\), the two fractions generally differ, because the leftover strain along \(y\) pulls on \(x\) through the Poisson effect. The rest of this section treats that single-variant case.

Take a film much thicker than the domain period, with its domain walls on the tilted planes described in the next section, where neighbouring domains fit together. The strains that alternate from domain to domain are then confined near the interface, and the bulk of the film feels the mean strains \(e_x=(b-L)/b\) and \(e_y=(b-a)/b\). Assume linear, isotropic elasticity with the same Young's modulus \(E\) and Poisson ratio \(\nu\) in all domains. The top surface is free, so the mean normal stress is zero, and Hooke's law reads

\[
E\,e_x=\sigma_x-\nu\sigma_y,\qquad E\,e_y=\sigma_y-\nu\sigma_x .
\]

Add \(\nu\) times the second equation to the first. The terms in \(\sigma_y\) cancel, leaving \(E(e_x+\nu e_y)=(1-\nu^2)\sigma_x\). The same steps with \(x\) and \(y\) exchanged give \(\sigma_y\):

\[
\sigma_x=\frac{E\,(e_x+\nu e_y)}{1-\nu^2},\qquad
\sigma_y=\frac{E\,(e_y+\nu e_x)}{1-\nu^2}.
\]

The energy per volume is half of stress times strain:

\[
W=\tfrac12(\sigma_xe_x+\sigma_ye_y)=\frac{E}{2(1-\nu^2)}\left(e_x^2+e_y^2+2\nu e_xe_y\right).
\]

The domain fraction changes \(e_x\) but not \(e_y\). Differentiating at fixed \(e_y\) gives \(\partial W/\partial e_x=\sigma_x\), so the minimum lies where the mean **stress** along \(x\) vanishes. That requires \(e_x=-\nu e_y\). At the length match it is the mean **strain** along \(x\) that vanishes, and a tension \(\sigma_x=\nu E e_y/(1-\nu^2)\) remains.

To find the new fraction, insert the two strains into \(e_x=-\nu e_y\) and multiply by \(b\):

\[
b-L=-\nu(b-a)\quad\Rightarrow\quad a+f(c-a)=b+\nu(b-a).
\]

Subtracting \(a\) leaves \(f(c-a)=(1+\nu)(b-a)\), hence

\[
f_{\text{energy}}=(1+\nu)\,\frac{b-a}{c-a},
\]

provided this lies between 0 and 1. Outside that range the minimum sits at the nearer end, with no a-domains or with a-domains alone. For \(\nu=0.2\), 0.3 and 0.4 it gives 24, 26 and 28 percent. The two fractions coincide when \(\nu=0\), or when \(b=a\) and there is nothing to relieve.

The energies show how much is at stake:

- At the length match, \(e_x=0\) and \(W=Ee_y^2/[2(1-\nu^2)]\).
- At the minimum, the bracket in \(W\) becomes \((\nu^2+1-2\nu^2)e_y^2=(1-\nu^2)e_y^2\), so \(W=Ee_y^2/2\). This is \(1-\nu^2=0.91\) of the value at the length match for \(\nu=0.3\).
- With c-domains alone, \(e_x=e_y\) and the bracket is \(2(1+\nu)e_y^2\). This is 2.6 times the value at the length match for \(\nu=0.3\).

Within this model, going from no a-domains to 20 percent brings most of the gain, and going on to 26 percent adds a little more.

**The small rotation between domains**

I treated the row as straight, but it bends at each domain wall. The two domains meet on a plane containing the diagonal of the \(xz\) cell face, which has length \(\sqrt{a^2+c^2}\) in both. Measured from the row direction, the diagonal rises at an angle \(\arctan(c/a)\) in the c-domain and \(\arctan(a/c)\) in the a-domain. For the diagonals to coincide, the a-domain must turn by the difference \(\omega\). The cosine rule for a difference of angles gives

\[
\cos\omega=\frac{a\,c+c\,a}{a^2+c^2}=\frac{2ac}{a^2+c^2},\qquad \omega=3.56^\circ .
\]

The mean step along the row is now the sum of a vector of length \((1-f)a\) and one of length \(fc\), with an angle \(\omega\) between them. Its length equals \(b\) when

\[
(1-f)^2a^2+f^2c^2+2f(1-f)\,ac\cos\omega=b^2 .
\]

Solving this quadratic numerically gives \(f=20.5\) percent. The shift is upward because a bent path has a shorter end-to-end distance than a straight one, so slightly more long cells are needed.

**What this means for a real film**

Several things limit how literally the 20 percent can be taken:

- **Rounding.** If each length is uncertain by 0.0005 nm, the fraction can lie anywhere from 16 to 24 percent, because \(b-a\) is a small difference of larger numbers.
- **Temperature.** Suppose that on heating \(a\) grows by \(2\times10^{-5}\) per kelvin, \(c\) shrinks by \(4\times10^{-5}\) and \(b\) grows by \(1\times10^{-5}\). These are round assumed values. After 100 K the fraction is 20.5 percent. It moves so little because, with these values, \(b-a\) and \(c-a\) shrink by similar proportions, about 8 and 10 percent. This near cancellation belongs to the assumed values. If \(a\) grows by \(1\times10^{-5}\) or \(3\times10^{-5}\) per kelvin instead, the fraction is 21.8 or 19.1 percent after 100 K, and about 30 or 14 percent after 400 K.
- **Misfit dislocations.** Suppose there is one per 2500 substrate cells, a spacing of 987.5 nm. If it adds one film cell to that length, the required fraction falls to 19.4 percent. If it removes one, the fraction rises to 20.6 percent. Denser dislocations matter far more: with one extra film cell per 100 substrate cells, the required fraction falls to 4.4 percent.
- **Film thickness.** This can overturn the result. Matching the mean does not match each domain: along \(x\), an a-domain has a local mismatch \((b-c)/b=-5.06\) percent, which is \(-4e_y\). In a film so thin that every cell is held to the substrate, the bracket in \(W\) is \((17-8\nu)e_y^2\) for an a-domain and \((2+2\nu)e_y^2\) for a c-domain. The first is larger for any \(\nu\) up to 0.5, so this model then favours no a-domains at all. A strain of 5 percent also stretches linear elasticity, so that comparison is a rough one.

I have also left out the energy of the domain walls, elastic anisotropy and the electric fields of uncompensated polarization charge. Domain walls may also stop moving during cooling, which would leave a fraction set at a higher temperature. The 20 percent is therefore the answer to the geometric question you were asked. For a thick film with mobile walls and few misfit dislocations, in which only the variant along \(x\) forms, the elastic estimate of 24 to 28 percent is the better starting point. That range reflects only the choice of \(\nu\); the rounding of the edges widens it to about 19 to 34 percent. Including the rotation between domains, and measuring strains from the film's own free lengths instead of \(b\), together raise the estimate by less than one percentage point. If both in-plane variants form and are mixed on a scale much finer than the film thickness, the elastic model gives about 20 percent of each. If they instead occupy separate patches wider than the film is thick, each patch behaves as the single-variant case, which for \(\nu=0.3\) and equal patch areas gives about 26 percent a-domains in all, or 13 percent of each variant.

Numbers in the example were calculated in double precision.
